\section*{Methfessel–Paxton smearing: vanishing moments, step function and generalized entropy, part 2}

Sums over a finite $k$-mesh in a metal converge slowly because the occupation $\theta(\mu-\varepsilon)$ jumps at the Fermi level. Methfessel--Paxton smearing of order $N$ ($N=0$ is Gaussian) replaces the jump by a smooth $f_N(x)$, with $x=(\varepsilon-\mu)/\sigma$ and $\sigma$ an energy width. Integrals without limits run over the whole real line.

With $H_m(x)e^{-x^2}=(-d/dx)^me^{-x^2}$ and $A_n=(-1)^n/(n!\,4^n\sqrt\pi)$, the broadened delta function is the even function $D_N(x)=\sum_{n=0}^NA_nH_{2n}(x)e^{-x^2}$. It also has the closed form
\begin{equation}
D_N(x)=\frac{A_NH_{2N+1}(x)}{2x}\,e^{-x^2}. \label{eq:closed}
\end{equation}
Its moments $M_k=\int x^kD_N\,dx$ obey $M_0=1$ and $M_1=\dots=M_{2N+1}=0$; all odd moments vanish, and
\begin{equation}
M_{2N+2}=\frac{(-1)^N(2N+2)!}{(N+1)!\,4^{N+1}}. \label{eq:M}
\end{equation}
Its transform $\hat D_N(k)=\int e^{-ikx}D_N\,dx$ is
\begin{equation}
\hat D_N(k)=e^{-k^2/4}\sum_{n=0}^N\frac{(k^2/4)^n}{n!}. \label{eq:ft}
\end{equation}
The occupation $f_N(x)=\int_x^\infty D_N(t)\,dt$ and the dimensionless entropy function $s_N(x)=\int_x^\infty tD_N(t)\,dt$ are
\begin{equation}
f_N(x)=\tfrac12\operatorname{erfc}x+\sum_{n=1}^NA_nH_{2n-1}(x)e^{-x^2}, \label{eq:f}
\end{equation}
\begin{equation}
s_N(x)=\tfrac12A_NH_{2N}(x)\,e^{-x^2}, \label{eq:s}
\end{equation}
with
\begin{equation}
\int x^ks_N\,dx=-\int\frac{x^{k+1}}{k+1}s_N'\,dx=\frac{M_{k+2}}{k+1}. \label{eq:smom}
\end{equation}

For levels $\varepsilon_i$ ($i$ collects band, $k$-point and spin; sums carry the $k$-point weights), $x_i=(\varepsilon_i-\mu)/\sigma$ and $f_i=f_N(x_i)$. Then $E=\sum_if_i\varepsilon_i$, $S=\sum_is_N(x_i)$ and $\Omega=\sum_i[f_i(\varepsilon_i-\mu)-\sigma s_N(x_i)]$. At fixed electron number $n=\sum_if_i$, $F=\Omega+\mu n=E-\sigma S$. When $\sigma$ or a parameter $\lambda$ of the levels changes,
\begin{equation}
\frac{dF}{d\lambda}=\sum_if_i\frac{\partial\varepsilon_i}{\partial\lambda},\qquad\frac{dF}{d\sigma}=-S. \label{eq:HF}
\end{equation}
$\Omega$ is stationary, with curvature $\sigma D_N(x_i)$ in the variable $y_i$ that parametrizes each occupation as $f_N(y_i)$, at $y_i=x_i$. For $N\ge1$ this curvature can be negative, as can $f_N$ and $s_N$. At large $N$, $D_N(0)\simeq2\sqrt N/\pi$.

\section{Free energy of a metal}

Replace $\sum_i$ by $\int g(\varepsilon)\,d\varepsilon$, with $g$ the density of states on a converged mesh. From the definitions, $xf_N-s_N=-\int_x^\infty(t-x)D_N\,dt$. Since $\sigma(t-x)=\mu+\sigma t-\varepsilon$, and $t>x$ means $\varepsilon<\mu+\sigma t$, exchanging the integrals gives
\begin{equation}
\Omega(\mu,\sigma)=-\int D_N(t)\,\Phi(\mu+\sigma t)\,dt,\qquad\Phi(e)=\int_{-\infty}^e(e-\varepsilon)g(\varepsilon)\,d\varepsilon. \label{eq:Omega}
\end{equation}
Here $\Phi'=G$ is the number of states below $e$ and $\Phi''=g$. Assume that $g$ is smooth within a distance $d$ of the Fermi energy $E_F$, defined by $G(E_F)=n$, that $g(E_F)>0$, that $\Phi$ grows no faster than a power, and that $\sigma\ll d$. The region $|t|>d/\sigma$ then contributes a power of $d/\sigma$ times $e^{-d^2/\sigma^2}$ and is dropped. Put $p=2N+2$ and expand $\Phi$. The moments $1$ to $p-1$ vanish, $M_{p+1}$ vanishes by parity, and $\Phi^{(p)}=g^{(2N)}$:
\begin{equation}
\Omega=-\Phi(\mu)-\gamma(\mu)\sigma^p+O(\sigma^{p+2}),\qquad\gamma=\frac{M_p\,g^{(2N)}}{p!}=\frac{(-1)^Ng^{(2N)}}{(N+1)!\,4^{N+1}},
\end{equation}
by \eqref{eq:M}. The electron number is $-\partial\Omega/\partial\mu=G(\mu)+\gamma'\sigma^p+\dots$; setting it equal to $G(E_F)$ gives $\delta\mu=\mu-E_F=-\gamma'\sigma^p/g$ at leading order. In $F=\Omega+\mu n$ the part $\mu n-\Phi(\mu)$ has derivative $n-G=0$ at $E_F$ and value $E_Fn-\Phi(E_F)=\int^{E_F}\varepsilon g\,d\varepsilon=E_0$, so it equals $E_0-\tfrac12g\,\delta\mu^2$. That correction, like $\gamma'\delta\mu\,\sigma^p$, is of order $\sigma^{2p}$, and $2p\ge p+2$. With $\gamma$ taken at $E_F$,
\begin{equation}
F=E_0-\gamma\sigma^{2N+2}+O(\sigma^{2N+4}). \label{eq:F}
\end{equation}
For the entropy, $S=\sigma\int g(\mu+\sigma t)s_N(t)\,dt$. By \eqref{eq:smom} the first surviving Taylor term is $k=2N$, so $\sigma S=\sigma^pg^{(2N)}M_p/[(2N)!\,(2N+1)]$. Since $(2N+1)!=p!/p$ and $s_N$ is even,
\begin{align}
\sigma S&=(2N+2)\gamma\sigma^{2N+2}+O(\sigma^{2N+4}),\\
E-E_0&=F-E_0+\sigma S=(2N+1)\gamma\sigma^{2N+2}+O(\sigma^{2N+4}).
\end{align}
The first line agrees with $S=-dF/d\sigma$. At leading order $E$ misses $E_0$ on the other side from $F$ and by $2N+1$ times as much, so the weighted mean cancels the term:
\begin{equation}
E_{\rm ex}=\frac{(2N+1)F+E}{2N+2}=E_0+O(\sigma^{2N+4}). \label{eq:ex}
\end{equation}
For $N=0$, $\gamma=g(E_F)/4$ and $E_{\rm ex}=(F+E)/2$. For $N\ge1$ the value of $g(E_F)$ has left the leading error, which is set by a derivative of $g$.

These laws rest on the Taylor expansion and lose their basis when a band edge or a van Hove singularity lies within a few $\sigma$ of $E_F$. The derivation also uses $g(E_F)>0$ to solve for $\delta\mu$, and without it the remainder can be larger. For $g=\varepsilon^2(1+\varepsilon/2)$ near $E_F=0$ (energies in any fixed unit) and $N=1$, the electron count gives $\mu^3/3\simeq-M_4\sigma^4/8$, so $\delta\mu\propto\sigma^{4/3}$ and the remainder in \eqref{eq:F} is of order $\sigma^{16/3}$ in place of $\sigma^6$. The slope of the electron number is $\int D_N(t)g(\mu+\sigma t)\,dt$, which for an isolated level is proportional to $D_N(x)$ and can be negative for $N\ge1$; the condition $\sum_if_i=n$ may then have more than one solution $\mu$.

\section{The price in $k$-points}

A mesh turns a band into discrete levels. Take $\varepsilon_j=j\Delta$, $j=-J,\dots,J$, with both ends many $\sigma$ away from $\mu$. Because $f_N(x)=\int D_N(t)\,\theta(\mu+\sigma t-\varepsilon)\,dt$, the smeared count is the average over $D_N$ of the staircase $\lfloor e/\Delta\rfloor+J+1$ at $e=\mu+\sigma t$. The function $\lfloor y\rfloor-y+\tfrac12$ is odd, has period $1$ and equals $\tfrac12-y$ on $(0,1)$. Its sine coefficients are $2\int_0^1(\tfrac12-y)\sin(2\pi my)\,dy=1/(\pi m)$, the constant integrating to zero and the term in $y$ giving $2/(2\pi m)$ by parts. The linear part $e/\Delta+J+\tfrac12$ passes through the average unchanged because $M_0=1$ and $M_1=0$. For even $D_N$, $\int D_N\sin(\alpha+\beta t)\,dt=\sin\alpha\,\hat D_N(\beta)$. The error relative to the continuum count $\mu/\Delta+J+\tfrac12$ is
\begin{equation}
\delta n=\sum_{m=1}^\infty\frac{\sin(2\pi m\mu/\Delta)}{\pi m}\,\hat D_N\!\left(\frac{2\pi m\sigma}{\Delta}\right). \label{eq:ladder}
\end{equation}
Each damping factor grows with $N$ by \eqref{eq:ft}. For $\sigma=\Delta$ and $\mu=\Delta/4$ the first sine is $1$, and $\hat D_N(2\pi)=5.172\times10^{-5}$, $5.622\times10^{-4}$, $3.081\times10^{-3}$ for $N=0,1,2$. Division by $\pi$ gives $1.646\times10^{-5}$, $1.790\times10^{-4}$, $9.808\times10^{-4}$ electrons, the errors found by summing over the levels. In this equally spaced model a higher order needs a smaller $\Delta/\sigma$ for the same damping, and as $N\to\infty$ at fixed $\sigma$ each factor tends to $1$, its value for the sharp step.

\section{Worked example: a tight-binding chain}

Take the model band $\varepsilon_k=-2t\cos k$ with $t=1$~eV, lattice constant $1$, two spin directions and $n=\tfrac23$ electron per site. From $n=2\cdot2k_F/2\pi$, $k_F=\pi/3$ and $E_F=-1$~eV. The unsmeared energy is $E_0=(2/2\pi)\int_{-k_F}^{k_F}\varepsilon_k\,dk=-(4t/\pi)\sin k_F=-1.102658$~eV per site. Two spins and two branches $\pm k$ give $g=4/(2\pi|d\varepsilon/dk|)$, and $|d\varepsilon/dk|=2t\sin k=\sqrt{4t^2-\varepsilon^2}$, so
\begin{equation}
g=\frac{2}{\pi\sqrt{4t^2-\varepsilon^2}},\qquad g'=\frac{\varepsilon\,g}{4t^2-\varepsilon^2},\qquad g''=\frac{(4t^2+2\varepsilon^2)\,g}{(4t^2-\varepsilon^2)^2}.
\end{equation}
At $E_F$, $g=2/(\pi\sqrt3)=0.367553$~eV$^{-1}$ and $g''=\tfrac69g=0.245035$~eV$^{-3}$; symbolic differentiation gives $g^{(4)}=2.069185$~eV$^{-5}$. With $\sigma=0.2$~eV the nearest singularity, the band bottom at $-2t$, is five widths below $E_F$. The denominators $(N+1)!\,4^{N+1}$ are $4$, $32$ and $384$, so the leading law $-\gamma\sigma^{2N+2}$ is
\begin{align}
N=0:&\quad-(0.367553/4)(0.2)^2\ \text{eV}=-3.6755\ \text{meV},\nonumber\\
N=1:&\quad+(0.245035/32)(0.2)^4\ \text{eV}=+1.2252\times10^{-2}\ \text{meV},\nonumber\\
N=2:&\quad-(2.069185/384)(0.2)^6\ \text{eV}=-3.449\times10^{-4}\ \text{meV}.\nonumber
\end{align}
Sums of \eqref{eq:f} and \eqref{eq:s} over $2400$ $k$-points, with $\mu$ adjusted to the filling, give in meV (energies per site):
\begin{center}
\begin{tabular}{lrrr}
 & $N=0$ & $N=1$ & $N=2$\\
$\mu-E_F$ & $3.3941$ & $-0.08758$ & $0.005738$\\
$E-E_0$ & $3.7076$ & $-0.04076$ & $0.002330$\\
$\sigma S$ & $7.3936$ & $-0.05378$ & $0.002756$\\
$F-E_0$ & $-3.6860$ & $0.01302$ & $-0.000425$\\
$E_{\rm ex}-E_0$ & $0.01079$ & $-0.000427$ & $0.000034$
\end{tabular}
\end{center}
For $N=1$, $F-E_0=-0.04076+0.05378=0.01302$~meV. The total entropy is negative and $F$ lies above $E_0$, as $\gamma<0$ requires for $g''>0$. The extrapolation is $(3\times0.0130170-0.0407583)/4=-0.000427$~meV. The Gaussian extrapolation, $(3.70760-3.68602)/2=0.01079$~meV, is close to $F-E_0$ at $N=1$, and the $\sigma^4$ terms show when this happens. For $N=0$, $M_4=\tfrac34$ adds $-g''\sigma^4/32$ to $F$, and the shift $\delta\mu=-\gamma'\sigma^2/g$ adds $-\tfrac12g\,\delta\mu^2-\gamma'\delta\mu\,\sigma^2=g'^2\sigma^4/(32g)$. With $E=F-\sigma\,dF/d\sigma$, a term $b\sigma^4$ in $F$ leaves $-b\sigma^4$ in $(F+E)/2$, so $E_{\rm ex}-E_0\simeq(g''-g'^2/g)\sigma^4/32$, against $g''\sigma^4/32$ for $F-E_0$ at $N=1$. The two are close only where $g'^2/g$ is small beside $g''$; here $g'^2/g=g/9$ and $g''=6g/9$, a ratio of $5/6$ between the leading terms.

The magnitude of $F-E_0$ exceeds the leading law by $0.3\%$, $6\%$ and $23\%$ of that law for $N=0,1,2$, so at this width \eqref{eq:F} is only a rough guide for $N=2$. The excess shrinks as the $O(\sigma^2)$ relative correction in \eqref{eq:F} should. For $N=2$ the ratio of $F-E_0$ to the law is $1.0306$ at $\sigma=0.08$~eV and $1.0075$ at $0.04$~eV, a fourfold drop of the excess, and removing the $\sigma^2$ term extrapolates the ratio to $0.9998$. Scaling $0.0306$ by $(0.2/0.08)^2=6.25$ gives $0.19$, most of the $0.23$ found; for $N=1$, $0.0091\times6.25=0.057$ against $0.062$. Between $\sigma=0.1$ and $0.05$~eV the residual $E_{\rm ex}-E_0$ falls with powers $4.01$ for $N=0$ and $6.05$ for $N=1$, against $4$ and $6$ from \eqref{eq:ex}; the power was not measured for $N=2$.

For the force relation, add a second-neighbour term $-2t_2\cos2k$ and differentiate at $t_2=0$, so that $\partial\varepsilon_k/\partial t_2=-2\cos2k$. For $N=1$ the weighted sum in \eqref{eq:HF} is $-0.551452$, the finite-difference $dF/dt_2$ is $-0.551452$, and $dE/dt_2$ is $-0.550932$, off by $5.2\times10^{-4}$. For $N=0$ the first two are $-0.543900$ and the third is $-0.558922$, off by $1.5\times10^{-2}$. Likewise $-dF/d\sigma$ reproduces $S=-2.6888\times10^{-4}$ at $N=1$.

The numerical check also tests the moments, \eqref{eq:ft}, \eqref{eq:f}, \eqref{eq:s} and \eqref{eq:smom} against quadrature for $N\le4$, recovers $D_N$ and \eqref{eq:closed} by solving the moment conditions symbolically, and compares \eqref{eq:Omega} and \eqref{eq:ladder} with explicit sums over levels.

\section*{Table of computed values}
\begin{verbatim}
N=0: A_N = 0.564190, M_2 = 0.500000, D(0) = 0.564190, s(0) = 0.282095 (dimensionless)
N=1: A_N = -0.141047, M_4 = -0.750000, D(0) = 0.846284, s(0) = 0.141047 (dimensionless)
N=2: A_N = 0.017631, M_6 = 1.875000, D(0) = 1.057855, s(0) = 0.105786 (dimensionless)
D_100(0) = 6.3900, 2 sqrt(100)/pi = 6.3662 (dimensionless)
N=1: minimum at x = 1.22474, f = -0.03546, s = -0.06294 (dimensionless)
N=1: maximum f(-x) = 1.03546, curvature D(1.9) = -0.03220
ladder sigma=Delta, mu=Delta/4, N=0: Dhat(2 pi) = 5.1723e-05, count error = 1.6464e-05 electrons
ladder sigma=Delta, mu=Delta/4, N=1: Dhat(2 pi) = 5.6221e-04, count error = 1.7896e-04 electrons
ladder sigma=Delta, mu=Delta/4, N=2: Dhat(2 pi) = 3.0814e-03, count error = 9.8083e-04 electrons
chain: t = 1.0 eV, n = 0.66667 e/site, sigma = 0.2 eV, 2400 k-points
k_F = 1.047198 rad, E_F = -1.000000 eV, E0 = -1.102657791 eV/site
N=0: power of sigma in extrapolation residual = 4.014
N=0: g^(0)(E_F) = 0.367553 eV^-1, gamma = 9.188815e-02 eV^-1
  mu - E_F = 3.39408e+00 meV, S = 3.696807e-02, -dF/dsigma = 3.696807e-02
  E - E0 = 3.70760e+00 meV, sigma S = 7.39361e+00 meV
  F - E0 = -3.68602e+00 meV, leading law = -3.67553e+00 meV
  extrapolated - E0 = 1.07908e-02 meV
  F/law at sigma=0.08, 0.04 eV, limit: 1.0004, 1.0001, 1.0000
  sum f deps/dt2 = -0.5439003, dF/dt2 = -0.5439003, dE/dt2 = -0.5589215 (eV/eV)
N=1: power of sigma in extrapolation residual = 6.053
N=1: g^(2)(E_F) = 0.245035 eV^-3, gamma = -7.657346e-03 eV^-3
  mu - E_F = -8.75806e-02 meV, S = -2.688764e-04, -dF/dsigma = -2.688764e-04
  E - E0 = -4.07583e-02 meV, sigma S = -5.37753e-02 meV
  F - E0 = 1.30170e-02 meV, leading law = 1.22518e-02 meV
  extrapolated - E0 = -4.26813e-04 meV
  F/law at sigma=0.08, 0.04 eV, limit: 1.0091, 1.0023, 1.0000
  sum f deps/dt2 = -0.5514516, dF/dt2 = -0.5514516, dE/dt2 = -0.5509318 (eV/eV)
N=2: g^(4)(E_F) = 2.069185 eV^-5, gamma = 5.388503e-03 eV^-5
  mu - E_F = 5.73821e-03 meV, S = 1.377828e-05, -dF/dsigma = 1.377828e-05
  E - E0 = 2.33044e-03 meV, sigma S = 2.75566e-03 meV
  F - E0 = -4.25213e-04 meV, leading law = -3.44864e-04 meV
  extrapolated - E0 = 3.40632e-05 meV
  F/law at sigma=0.08, 0.04 eV, limit: 1.0306, 1.0075, 0.9997
  sum f deps/dt2 = -0.5513217, dF/dt2 = -0.5513217, dE/dt2 = -0.5513701 (eV/eV)
\end{verbatim}
